# Shot-noise-limited distance precision of four-phase time-of-flight imaging, part 2

A time-of-flight camera sends out light modulated at frequency \(f\), with \(\omega=2\pi f\), and measures the phase \(\phi=4\pi fd/c\) of the return from distance \(d\); \(c\) is the speed of light. Units are SI, with charges in electrons. The unambiguous range is \(c/(2f)\).

One frame collects on average \(S\) signal and \(B\) background electrons, totalled over four equal exposures and all taps used. The contrast \(C\) is the amplitude of the signal counts' variation with phase, divided by their mean. In a two-tap pixel, exposure \(k=0,1,2,3\) uses gate phase \(k\pi/2\) for tap \(a\) and the opposite phase for tap \(b\). The count \(N_k\) sums tap \(a\) in exposure \(k\) and tap \(b\) two exposures away. Because electron generation is a Poisson process, the tap counts are independent, and the \(N_k\) are independent Poisson variables with means

\[
\mu_k=\frac{S+B}{4}+\frac{CS}{4}\cos\!\left(\phi-\frac{k\pi}{2}\right).
\]

The differences \(X=N_0-N_2\) and \(Y=N_1-N_3\) have a mean vector of length \(R=CS/2\) and angle \(\phi\), and each has variance \(V=(S+B)/2\). For small errors,

\[
\delta\phi=\frac{\cos\phi\,\delta Y-\sin\phi\,\delta X}{R},
\]

so \(\sigma_\phi=\sqrt V/R\), and the shot-noise distance law is

\[
\sigma_d=\frac{c}{4\pi f}\,\sigma_\phi=\frac{c}{2\sqrt2\,\pi f}\frac{\sqrt{S+B}}{CS}.
\]

The next-order estimate, \(\operatorname{var}\hat\phi\simeq\sigma_\phi^2\,(1+\sigma_\phi^2)\), gives the predicted relative variance excess in the computed values; the summed value comes from the Poisson distributions of the four counts. For a diffuse surface filling the pixel's view, \(S\propto d^{-2}\), while \(B\) from uniform ambient light does not change.

The example has \(f=100\) MHz, \(S=20000\), \(B=60000\), \(C=0.5119\) and a target at 0.70 m, which gives \(\sigma_d=9.32\) mm. So far \(C\) was a given number; it is now derived from the light, the gate and the frequency.

### Contrast of an ideal gate

Let the signal electrons be generated at the rate

\[
r(t)=r_0\left[1+m\cos(\omega t-\phi)\right],
\]

where \(m\) is the modulation depth of the light. Gate \(k\) is open for half of each period, centred at \(\omega t=k\pi/2\). Measure time from that centre by the angle \(\alpha=\omega t-k\pi/2\), and put \(\beta=\phi-k\pi/2\). The fraction of the generated charge that this gate collects is

\[
q_k=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\left[1+m\cos(\alpha-\beta)\right]d\alpha .
\]

The constant contributes \(\tfrac12\). In the other term, \(\cos(\alpha-\beta)=\cos\alpha\cos\beta+\sin\alpha\sin\beta\). The sine part integrates to zero by symmetry, and \(\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=2\). Hence

\[
q_k=\frac12+\frac m\pi\cos\beta
=\frac12\left[1+\frac{2m}{\pi}\cos\!\left(\phi-\frac{k\pi}{2}\right)\right].
\]

This has the assumed form, with the ideal contrast

\[
C_0=\frac{2m}{\pi}.
\]

The opposite gate has \(\beta\) changed by \(\pi\). The two fractions then add to one, as they must when every electron goes to one of the two taps.

The factor \(2/\pi\) comes from averaging the cosine over the open time. A gate that is open for \(-a<\alpha<a\) would give a contrast \(m\sin a/a\). This tends to \(m\) for a very short gate, which samples the waveform at one instant, and equals \(2m/\pi\) for \(a=\pi/2\). The short gate has the higher contrast but collects only the fraction \(a/\pi\) of the charge, so contrast should not be compared at fixed \(S\) when the gate width changes.

With \(m=0.90\) the ideal contrast is \(C_0=0.573\).

### Contrast when the charge arrives late

An electron is generated at some depth in the silicon and needs time to reach the region where the gate decides its tap. Model this delay \(t_d\) by the density \(e^{-t_d/\tau}/\tau\), with mean \(\tau\), independently for each electron. The modulated part of the arrival rate is the generation rate averaged over earlier times:

\[
r_0m\operatorname{Re}\left[e^{i(\omega t-\phi)}\int_0^\infty\frac{e^{-t_d/\tau}}{\tau}\,e^{-i\omega t_d}\,dt_d\right].
\]

The integral is elementary:

\[
\frac1\tau\int_0^\infty e^{-(1/\tau+i\omega)t_d}\,dt_d=\frac{1}{1+i\omega\tau}
=\frac{e^{-i\arctan(\omega\tau)}}{\sqrt{1+\omega^2\tau^2}} .
\]

The constant part of the rate is unchanged, because the delay density has unit area. The modulation is thus weakened and shifted:

\[
C=\frac{2m/\pi}{\sqrt{1+\omega^2\tau^2}},\qquad
\phi\;\to\;\phi+\arctan(\omega\tau).
\]

The shift is the same for every target and is subtracted by calibration. The loss of contrast cannot be calibrated away, since it comes from the random spread of the delays. A delay equal for all electrons would shift the phase and leave the contrast unchanged. Independent random delays leave the arrivals a Poisson process, so the noise derivation still applies.

For \(\omega\tau\to0\) the ideal gate is recovered. For \(\omega\tau\gg1\) the delays cover many periods, and \(C\) falls as \(1/f\).

With \(\tau=0.80\) ns and \(f=100\) MHz, \(\omega\tau=0.503\). Then \(C=0.573/\sqrt{1+0.503^2}=0.512\), the value used in the first half. The phase shift is 0.466 rad, equivalent to a constant distance offset of 111 mm. Numerical integration of the delayed waveform over the gates, at 50, 100, 200 and 300 MHz, reproduced the closed form of the contrast to a relative accuracy of \(10^{-6}\), and the phase shift to \(10^{-6}\) rad.

### What a higher frequency gains

At fixed \(C\), the law gives \(\sigma_d\propto1/f\): the same phase error corresponds to a shorter length. But \(C\) falls with \(f\). Define the corner frequency \(f_c=1/(2\pi\tau)\), so that \(\omega\tau=f/f_c\), and

\[
K=\frac{c\sqrt{S+B}}{2\sqrt2\,\pi C_0S}.
\]

Inserting \(C=C_0/\sqrt{1+f^2/f_c^2}\) into the distance law gives

\[
\sigma_d=\frac Kf\sqrt{1+\frac{f^2}{f_c^2}},
\qquad
\sigma_d^2=K^2\left(\frac1{f^2}+\frac1{f_c^2}\right).
\]

For \(f\ll f_c\) the precision improves as \(1/f\). For \(f\gg f_c\) it approaches the floor \(K/f_c\). Far above the corner the gain from a shorter modulation wavelength is almost cancelled by the loss of contrast.

The example has \(f_c=198.9\) MHz and a floor of 4.19 mm. With \(S\), \(B\), \(m\) and \(\tau\) held fixed, the values are:

- 50 MHz: \(C=0.556\), \(\sigma_d=17.17\) mm
- 100 MHz: \(C=0.512\), \(\sigma_d=9.32\) mm
- 200 MHz: \(C=0.404\), \(\sigma_d=5.90\) mm
- 300 MHz: \(C=0.317\), \(\sigma_d=5.02\) mm

Going from 50 to 100 MHz reduces the error by a factor of 1.84. Going from 100 to 200 MHz reduces it by 1.58. The unambiguous range shrinks in full proportion, to about 0.75 m at 200 MHz and 0.50 m at 300 MHz. At 300 MHz the target at 0.70 m lies outside it, and the quoted precision assumes that the ambiguity has been resolved.

The floor belongs to a response with a single corner, that is, to the exponential delay model. Other delay distributions behave differently: for diffusion across a uniformly illuminated layer to one collecting face, \(C\) falls only as \(f^{-1/2}\) at high frequency, and the pixel response alone sets no floor. In general, at fixed \(S\) and \(B\), \(\ln\sigma_d=-\ln f-\ln C+\text{constant}\), and an optimum requires

\[
\frac{d\ln C}{d\ln f}=-1 .
\]

For one corner the slope is \(-(f/f_c)^2/[1+(f/f_c)^2]\), which stays above \(-1\) at any finite frequency. Suppose that the modulation depth of the light source also falls, with a corner \(f_s\) of the same form. Then

\[
\sigma_d^2\propto\frac{(1+f^2/f_c^2)(1+f^2/f_s^2)}{f^2}
=\frac1{f^2}+\frac1{f_c^2}+\frac1{f_s^2}+\frac{f^2}{f_c^2f_s^2}.
\]

Setting the derivative with respect to \(f^2\) to zero gives \(1/f^4=1/(f_c^2f_s^2)\), or \(f=\sqrt{f_cf_s}\). Above this frequency the precision becomes worse. For \(f_s\to\infty\) the optimum moves to infinity and the single-corner floor returns.

### A simulation electron by electron

The chain from arrival times to phase was also simulated for a two-tap pixel, with \(f=100\) MHz, \(m=0.90\), \(\tau=0.80\) ns and \(\phi=0.9\) rad. Each of 6000 frames had, on average, 2000 signal and 2000 background electrons. Every electron received a random generation time and a random delay, and was then assigned to a tap.

The simulated phase noise was 0.0881 rad; the law gives 0.0874 rad. The difference is 0.8%. The statistical uncertainty of a standard deviation from 6000 nearly Gaussian values is about \(1/\sqrt{12000}=0.9\%\), so the two agree. The correlation between the two taps in the first exposure was 0.003, against an expected random scatter of about \(1/\sqrt{6000}=0.013\). This is consistent with the independence derived in the first half.

### Read noise

Let each reading of a tap add an independent error of standard deviation \(\sigma_r\), in electrons, and let \(M\) be the number of readings in the frame. Half of the readings enter \(X\) and half enter \(Y\), each with a factor \(\pm1\). Therefore

\[
V=\frac{S+B}{2}+\frac M2\sigma_r^2=\frac{S+B+M\sigma_r^2}{2}.
\]

Read noise acts like \(M\sigma_r^2\) additional background electrons:

\[
\sigma_d=\frac{c}{2\sqrt2\,\pi f}\frac{\sqrt{S+B+M\sigma_r^2}}{CS}.
\]

For \(\sigma_r=0\) the shot-noise law returns. When \(M\sigma_r^2\) dominates, the error falls as \(1/S\), as it does with a strong background.

Four exposures of a two-tap pixel give \(M=8\). With \(\sigma_r=20\) electrons the additional term is \(8\times400=3200\), compared with \(S+B=80000\). The precision changes from 9.320 to 9.505 mm, or by 2%. The formula was tested where the term matters more: adding 15 electrons of read noise to the simulated frames gave 0.1060 rad, and the formula gives 0.1052 rad.

### Errors that more light does not remove

Shot noise describes the scatter of repeated readings. The following effects shift their mean, and collecting more electrons does not reduce them.

**A harmonic in the light.** Add \(hm\cos3(\omega t-\phi)\) to the bracket in the generation rate. The gate integral of this term is

\[
\int_{-\pi/2}^{\pi/2}\cos3(\alpha-\beta)\,d\alpha
=\frac23\sin\frac{3\pi}{2}\cos3\beta=-\frac23\cos3\beta .
\]

For \(k=0,1,2,3\), \(\cos3\beta\) equals \(\cos3\phi\), \(-\sin3\phi\), \(-\cos3\phi\) and \(\sin3\phi\). The differences therefore combine, without transfer delay, to

\[
X+iY\;\propto\;e^{i\phi}-\frac h3e^{-3i\phi}
=e^{i\phi}\left(1-\frac h3e^{-4i\phi}\right).
\]

The phase error repeats four times within the unambiguous range. The delay weakens the third harmonic more than the fundamental, so the relative size of the disturbance becomes

\[
\rho_3=\frac h3\sqrt{\frac{1+\omega^2\tau^2}{1+9\omega^2\tau^2}} .
\]

A vector of length \(\rho_3<1\) added to a unit vector turns it by at most \(\arcsin\rho_3\), which happens when the sum is tangent to the circle of radius \(\rho_3\). For \(h=0.05\) the largest bias is 2.46 mm. If the waveform is stable, this bias is a fixed function of the measured phase and can be calibrated.

**A second path.** Suppose that light reflected by another surface adds a modulated return of relative amplitude \(\rho\) and relative phase \(\psi\). The vector is multiplied by \(1+\rho e^{i\psi}\), so the bias is at most \(\arcsin\rho\) in phase. For \(\rho=0.05\) this is 11.9 mm, more than the shot noise of the example. It depends on the scene, so a fixed calibration of the pixel does not remove it.

**Motion.** Let the target recede at speed \(v\), with a time \(\Delta t\) between exposures. In the two-tap scheme \(X\) uses exposures 0 and 2, and \(Y\) uses exposures 1 and 3. Relative to the middle of the frame, their mean times are \(-\Delta t/2\) and \(+\Delta t/2\). With \(\eta=2\pi fv\Delta t/c\), the mean of \(X\) belongs to the phase \(\phi-\eta\) and that of \(Y\) to \(\phi+\eta\). To first order \(\delta X=R\eta\sin\phi\) and \(\delta Y=R\eta\cos\phi\), so

\[
\delta\phi=\frac{\cos\phi\,\delta Y-\sin\phi\,\delta X}{R}
=\eta(\cos^2\!\phi-\sin^2\!\phi)=\eta\cos2\phi .
\]

Here \(\phi\) is the measured phase, including the delay shift. At fixed \(R\) the largest distance error is \(c\eta/(4\pi f)=v\Delta t/2\), which is 0.25 mm for 1 m/s and 0.5 ms. But \(S\propto d^{-2}\) also changes during the frame: the amplitudes of \(X\) and \(Y\) acquire the factors \(1+v\Delta t/d\) and \(1-v\Delta t/d\), which adds \(-(v\Delta t/d)\sin2\phi\) to \(\delta\phi\). The distance error is then bounded by \((v\Delta t/2)\sqrt{1+(c/2\pi fd)^2}\). This is 0.30 mm at 0.70 m, and the amplitude term dominates for targets much closer than \(c/(2\pi f)=0.48\) m. Both terms describe motion along the line of sight; an object edge that crosses the pixel between exposures mixes different targets and is not described by it.

**Heating.** The calibrated offset \(\arctan(\omega\tau)\) moves if \(\tau\) changes. If diffusion limits the transfer, \(\tau\) is inversely proportional to the diffusion constant, which is proportional to mobility times temperature. With a mobility falling roughly as \(T^{-2.4}\), this gives \(\tau\propto T^{1.4}\). From 300 to 310 K, \(\tau\) rises from 0.80 to about 0.84 ns, and the reading shifts by about 4 mm unless the calibration follows the temperature. The exponent is rough and diffusive delays are not exactly exponential (a uniformly illuminated layer with the same mean delay gives 3.7 mm instead of 4.5 mm), so the shift is an estimate of size. A pixel that moves its charge by a drift field follows a different temperature law, and in a real camera the delays of the light source and its driver also change with temperature.

**Saturation.** The mean charge per tap reading is \((S+B)/8=10000\) electrons. The modulation can raise it to \((S+B+CS)/8=11280\). The full well must exceed this with a margin for noise. Three quarters of the mean charge is background, so strong ambient light limits the exposure as well as adding noise.

### The example beside real sensors

The parameters describe a near-infrared silicon pixel of the indirect time-of-flight type. Such cameras use modulation frequencies from roughly tens to a few hundred megahertz, and the chosen 100 MHz lies within that range. The transfer delay of 0.80 ns and the background of three times the signal are chosen values. In direct sunlight the background can be a much larger multiple of the signal, depending on the laser power, the optical filter and the distance. A quoted demodulation contrast may describe only how well a pixel separates charge between its taps. It must then be combined with the overlap of light waveform and gate before it can serve as \(C\). The calculated scatter of 9 mm is a model value for a single pixel under these conditions, not a measurement. The assumption of a single return path can fail in a room, where walls and furniture also reflect the light: a 5% second return can move the reading by up to 11.9 mm. A light source with a 5% third harmonic moves it by up to 2.5 mm before calibration. That 5% is a chosen value for a nearly sinusoidal source. Many sources are driven closer to a square wave, whose third harmonic is one third of the fundamental; with the same gate and delay, an ideal square wave gives a periodic bias of about 15 mm.

These sizes also show when a better shot-noise figure is useful. Averaging 16 frames of the static example would reduce the scatter by a factor of four, to 2.3 mm. The possible second-path bias would remain 11.9 mm. The numerical output lists the values used here.

## Computed values

```
modulation frequency f = 100 MHz
light modulation depth m = 0.90
mean transfer delay tau = 0.80 ns
signal S = 20000 electrons, background B = 60000 electrons
target distance = 0.70 m
unambiguous range = 1.4990 m
phase of target = 2.9342 rad
distance per radian = 238.57 mm/rad
contrast without delay C0 = 0.5730
contrast at f, C = 0.5119
corner frequency f_c = 198.9 MHz
delay phase offset = 0.4658 rad
delay distance offset = 111.1 mm
phasor length C*S/2 = 5119 electrons
noise of X and of Y = 200.0 electrons
phase noise = 0.03907 rad
distance precision sigma_d = 9.320 mm
sigma_d with B = 0 = 4.660 mm
sigma_d at twice the distance (S/4) = 33.61 mm
growth factor at twice the distance = 3.606
f = 50 MHz: C = 0.5557, sigma_d = 17.173 mm
f = 100 MHz: C = 0.5119, sigma_d = 9.320 mm
f = 200 MHz: C = 0.4041, sigma_d = 5.904 mm
f = 300 MHz: C = 0.3167, sigma_d = 5.023 mm
high-frequency floor of sigma_d = 4.186 mm
summed Poisson phase noise = 0.03910 rad
relative variance excess, summed = 0.001528
relative variance excess, predicted = 0.001526
simulation: 6000 frames, S = 2000, B = 2000 electrons
simulated phase noise = 0.0881 rad, law 0.0874 rad
with 15 electrons read noise: 0.1060 rad, law 0.1052 rad
correlation of the two taps = 0.0028
read noise in example = 20 electrons, 8 readings
sigma_d including read noise = 9.505 mm
third harmonic of light / fundamental = 0.05
largest third-harmonic bias = 2.46 mm
second path / direct return = 0.05
largest second-path bias = 11.93 mm
target speed = 1.0 m/s, exposure spacing = 0.5 ms
largest motion bias = 0.250 mm
temperature change = 300 K to 310 K
delay after heating = 0.8376 ns
bias from heating = 4.45 mm
mean charge per tap reading = 10000 electrons
largest mean charge per reading = 11280 electrons
```
